# Fewest-Switches Hopping: Population Flux, Internal Consistency and Approximate Detailed Balance, part 1

(Sections cited here and not found follow in the second part.)

## 1. From population flux to balance in phase space

### What goes wrong without energy exchange

Take two electronic states 0.001 hartree apart, coupled by nuclear motion and in contact with a heat bath at 300 K. There $kT=9.500\times10^{-4}$ hartree, so the upper state should hold $e^{-0.001/0.0009500}=0.349$ times the population of the lower one. Let an ensemble of classical nuclei, here called walkers, change surface at the rate dictated by the electronic wave function, but let them keep their velocities when they do so. In the model of the second half, the population ratio then comes out as 0.995. The bath might as well be infinitely hot: every upward hop receives its electronic energy for nothing.

A second failure concerns the hops themselves. One could redraw the surface of each walker from the quantum populations at every time step. The populations would be right, but in the three-state example below, with its 2000 time steps, each walker would hop 988 times where 1.14 hops suffice, and shorter steps would raise the first number further. Its force, averaged over many steps, would be the population-weighted mean force, and motion on a definite surface would be lost.

Tully's fewest-switches rule cures the second failure. Velocity rescaling, with rejection of hops that lack the energy, greatly reduces the first in the model studied here. The result to be derived, for a constant gap $\Delta$ and $\beta=1/kT$, is

$$\frac{n_1}{n_0}\approx e^{-\beta\Delta},$$

where $n_1$ and $n_0$ are the fractions of walkers on the upper and lower surface. The approximation rests on conditions on the electronic coefficients; where these fail, the derivations set no bound on the departure. The result is derived twice: by balancing flows locally in phase space, and by counting passages through a coupling region. Both need the hop rule, which comes first. Hartree atomic units are used, so $\hbar=1$.

### Population flux

The nuclei follow a classical path $R(t)$ with velocity $v$. The electronic states $\varphi_j(R)$ are real, orthonormal adiabatic states with energies $E_j(R)$. These energies, and the couplings defined next, may come from linear-response time-dependent density functional theory; the argument uses them as given and inherits their errors. Expand the electronic wave function as $\Psi=\sum_j c_j\varphi_j$. Since $\varphi_j$ moves with the nuclei, $\dot\varphi_j=v\cdot\nabla\varphi_j$, and $i\dot\Psi=H\Psi$ becomes

$$i\sum_j\left(\dot c_j\varphi_j+c_j\,v\cdot\nabla\varphi_j\right)=\sum_j c_jE_j\varphi_j .$$

Projecting on $\varphi_k$ and dividing by $i$ gives

$$\dot c_k=-iE_kc_k-\sum_j v\cdot d_{kj}\,c_j,\qquad d_{kj}=\langle\varphi_k|\nabla\varphi_j\rangle .$$

Differentiating $\langle\varphi_k|\varphi_j\rangle=\delta_{kj}$ gives $d_{jk}+d_{kj}=0$ for real states, so $d$ is antisymmetric and $d_{kk}=0$.

Let $\rho_k=|c_k|^2$ be the quantum population (not an electron density). Then

$$\dot\rho_k=2\,\mathrm{Re}(c_k^*\dot c_k)
=2\,\mathrm{Re}(-iE_k\rho_k)-2\sum_j\mathrm{Re}(c_k^*c_j)\,v\cdot d_{kj}.$$

The first term vanishes because $E_k\rho_k$ is real. What remains is a sum of pair fluxes,

$$\dot\rho_k=\sum_jb_{kj},\qquad b_{kj}=-2\,\mathrm{Re}(c_k^*c_j)\,v\cdot d_{kj}.$$

Exchanging the indices leaves $\mathrm{Re}(c_k^*c_j)$ unchanged and reverses $d_{kj}$, so $b_{jk}=-b_{kj}$. A positive $b_{kj}$ is therefore a net flow into $k$ from $j$, and what $k$ gains $j$ loses.

### The fewest hops for a given flux

Each walker moves on one active surface. Let $P_k$ be the fraction of walkers whose active surface is $k$, and $F_{kj}\ge0$ the fraction of all walkers that hop from $j$ to $k$ per unit time. To reproduce the pair fluxes, these gross flows must satisfy

$$F_{kj}-F_{jk}=b_{kj}.$$

This fixes the difference but not the sum. Since the sum of two numbers is the modulus of their difference plus twice the smaller one,

$$F_{kj}+F_{jk}=|b_{kj}|+2\min(F_{kj},F_{jk}).$$

The number of hops is least when the smaller flow is zero, that is, when $F_{kj}=\max(0,b_{kj})$. Hops then go one way at a time between any two states. If $P_j=\rho_j$, this flow is shared among a fraction $\rho_j$ of the walkers, so a walker on active surface $a$ hops to $k$ within $dt$ with probability

$$g_{a\to k}=\max\!\left(0,\frac{b_{ka}\,dt}{\rho_a}\right).$$

This is the fewest-switches probability. The time step must be short enough that $g\ll1$.

The minimum holds for given pair fluxes. With three states, a circulating flux $b_{10}=b_{21}=b_{02}=b>0$ changes no population, yet the rule makes hops at the total rate $3b$. A scheme that matched the populations alone could do without them. For two states there is one pair, $|b_{10}|=|\dot\rho_1|$, and this distinction disappears.

A three-state model on a prescribed path shows the sizes. At $R=0$ the flux into state 1 from state 0 is $b_{10}=1.032\times10^{-2}$, the population of state 0 is 0.4178, and the time step is 0.4, all in atomic units. Hence

$$g_{0\to1}=\frac{1.032\times10^{-2}\times0.4}{0.4178}=9.88\times10^{-3}.$$

The reverse probability is zero at that moment, because the flux points from 0 to 1.

### Internal consistency

Suppose that all walkers share one history of the coefficients $c_j(t)$, as they do on a prescribed path, and that every hop is accepted. For many walkers the active fractions then obey

$$\dot P_k=\sum_j\left[P_j\frac{\max(0,b_{kj})}{\rho_j}-P_k\frac{\max(0,b_{jk})}{\rho_k}\right].$$

Insert $P_j=\rho_j$. The populations cancel, and because $b_{jk}=-b_{kj}$ the right side becomes

$$\sum_j\left[\max(0,b_{kj})-\max(0,-b_{kj})\right]=\sum_jb_{kj}=\dot\rho_k .$$

So $P=\rho$ solves the equation. To see that walkers started with $P=\rho$ stay there, write $w_{kj}=\max(0,b_{kj})/\rho_j$ and $D_k=P_k-\rho_k$. The equation is linear, so

$$\dot D_k=\sum_j(w_{kj}D_j-w_{jk}D_k).$$

Let $\eta_k$ be the sign of $D_k$, or of $\dot D_k$ where $D_k=0$. Multiplying by $\eta_k$, summing, and exchanging the names of the indices in the second term gives

$$\frac{d}{dt}\sum_k|D_k|=\sum_{kj}w_{kj}\left(\eta_kD_j-\eta_jD_j\right)\le0,$$

because $\eta_kD_j\le|D_j|=\eta_jD_j$ and $w_{kj}\ge0$. A difference that starts at zero cannot grow. The argument needs finite rates $w_{kj}$; if a population with outgoing flux passes through zero, $P=\rho$ still balances the flows, but uniqueness has not been shown at that point.

In the three-state model, 20000 walkers started from populations 0.6, 0.3 and 0.1. The quantum populations ended at 0.071, 0.667 and 0.263, and the walker fractions at 0.069, 0.667 and 0.264. The largest difference at any time was 0.007. The walkers made 1.141 hops each, against 1.136 from integrating the positive fluxes.

The shared history is a real condition. In an actual simulation a hop changes the force and the velocity, hence the path, hence the later coefficients. The second half shows that consistency can then fail although no hop is rejected.

### Paying for the hop

Each walker moves under the force $-\nabla E_a$ of its active surface, which conserves kinetic energy plus $E_a$. A hop to $k$ at fixed $R$ changes the electronic energy by $\Delta E=E_k-E_a$, and the kinetic energy must supply it. Let $M$ be the diagonal matrix of nuclear masses and write $d$ for $d_{ka}$. Change the momentum along $d$:

$$Mv'=Mv+\gamma d .$$

With $v'=v+\gamma M^{-1}d$, the new kinetic energy is

$$\tfrac12v'\!\cdot Mv'=\tfrac12v\cdot Mv+\gamma\,v\cdot d+\tfrac12\gamma^2\,d\cdot M^{-1}d ,$$

and energy conservation requires

$$\tfrac12\gamma^2\,d\cdot M^{-1}d+\gamma\,v\cdot d+\Delta E=0 .$$

Introduce $A=d\cdot M^{-1}d$ and the mass-weighted velocity component along the coupling, $u=v\cdot d/\sqrt A$. Taking the product of $v'$ with $d$ gives $u'=u+\gamma\sqrt A$. Therefore

$$\tfrac12u'^2-\tfrac12u^2=\gamma\sqrt A\,u+\tfrac12\gamma^2A=\gamma\,v\cdot d+\tfrac12\gamma^2A=-\Delta E,$$

or $u'^2=u^2-2\Delta E$. Of the two roots, the one with the smaller $|\gamma|$ keeps the sign of $u$, and it is the one used. If $\tfrac12u^2<\Delta E$ there is no real root. The hop is then frustrated: it is rejected and the walker stays on its surface, here with its velocity unchanged.

### How the hop maps velocity space

In the mass-weighted velocities $M^{1/2}v$, the vector $d$ becomes $M^{-1/2}d$, whose length is $\sqrt A$. The quantity $u$ is the Cartesian component along that vector, and the components perpendicular to it do not change in a hop. At fixed $R$ the volume element therefore changes by the factor $|du'/du|$. From $u'^2=u^2-2\Delta E$ follows $u'du'=u\,du$, so

$$\frac{dv'}{dv}=\left|\frac{u}{u'}\right|,\qquad |v'\!\cdot d|\,dv'=|v\cdot d|\,dv ,$$

where $dv$ denotes the volume element and $v\cdot d=\sqrt A\,u$ was used.

Scaling the whole velocity by a factor $s$ lacks this property. In $N$ dimensions let $q$ be the mass-weighted speed. The volume element is $q^{N-1}dq$ times an angle element, and $q'=sq$ with $q'dq'=q\,dq$. The volume changes by $s^{N-1}/s=s^{N-2}$, and $|v'\!\cdot d|$ contributes another factor $s$, giving $s^{N-1}$ in all. For a three-dimensional hop that lowers the kinetic energy from 0.008 to 0.007 hartree, $s^2=0.007/0.008=0.875$. Numerical differentiation of the two maps gives the factor 0.875 for isotropic scaling and 1.000 for scaling along $d$.

### First derivation: balancing local flows

Let $W_a(R,v)$ be the phase-space density of walkers on surface $a$. The Boltzmann form, with one common constant $C$ for all surfaces, is

$$W_a=C\exp\!\left[-\beta\left(\tfrac12v\cdot Mv+E_a(R)\right)\right].$$

Motion on a surface leaves it unchanged, because it conserves both the energy and the phase-space volume. A thermostat that preserves the Boltzmann distribution does so too. The remaining question is whether the hops preserve it.

The flux is proportional to $v\cdot d$, so the mean hop rate for walkers at $(R,v)$ on surface $a$ can be written $|v\cdot d|\,h_{ak}(v)$, with

$$h_{ak}(v)=\left\langle\frac{2\max\!\left(0,-\eta\,\mathrm{Re}(c_k^*c_a)\right)}{\rho_a}\right\rangle .$$

Here $\eta$ is the sign of $v\cdot d_{ka}$, and the average runs over the coefficients carried by the walkers at that point of phase space. Thus $h$ is a hop probability per unit of coupling path $|v\cdot d|\,dt$.

Consider allowed hops from $v$ on $a$ to $v'$ on $k$, and the reverse hops from $v'$ to $v$. Per unit volume of $R$, the two flows are

$$W_a(v)\,|v\cdot d|\,h_{ak}(v)\,dv,\qquad W_k(v')\,|v'\!\cdot d|\,h_{ka}(v')\,dv' .$$

Rescaling makes the total energies equal, so $W_a(v)=W_k(v')$. The map along $d$ makes $|v\cdot d|\,dv=|v'\!\cdot d|\,dv'$. The flows cancel if

$$h_{ak}(v)=h_{ka}(v').$$

Rejection completes the argument. Every velocity with $u'\ne0$ on the upper surface has a partner on the lower one with $\tfrac12u^2>\Delta E$. Lower-surface velocities below this threshold have no partner, and because their hops are rejected they send no flow that would need a return.

Under the stated condition on $h$, the Boltzmann distribution satisfies detailed balance. For a constant gap, integrating $W_1$ and $W_0$ over $R$ and $v$ leaves the ratio $e^{-\beta\Delta}$. The fewest-switches rule does not enforce the condition, since $h$ depends on the coefficients the walkers have acquired. That is where the balance becomes approximate.

## 2. Counting passages, and what the two derivations assume

### Symbols and results carried over

The coefficients $c_j$ have populations $\rho_j=|c_j|^2$, and the nonadiabatic coupling is $d_{kj}=-d_{jk}$. The flux into $k$ from $j$ is $b_{kj}=-2\,\mathrm{Re}(c_k^*c_j)\,v\cdot d_{kj}$, and a walker on surface $a$ hops to $k$ in $dt$ with probability $\max(0,b_{ka}dt/\rho_a)$. The fractions $P_k$ of walkers on each surface follow $\rho_k$ if all hops are accepted and all walkers share one coefficient history. A hop changes the velocity along $d$ so that the total energy is conserved, and it is rejected if the kinetic energy along $d$ is too small. Balancing flows in phase space gave the Boltzmann distribution on the condition $h_{ak}(v)=h_{ka}(v')$, where $h$ is the mean hop probability per unit of coupling path and $v'$ is the velocity after the hop.

### Second derivation: counting passages

Now let one coordinate $x$ with mass $m$ cross a localized coupling region. The two surfaces are flat, with $E_0=0$ and $E_1=\Delta>0$. The coupling $d_{10}(x)=d(x)\ge0$ is a Gaussian of standard deviation $\ell$, called the width, and of area $\theta=\int d(x)\,dx$. Between passages the bath restores a thermal velocity distribution, and the coefficients are reset to the active state: a walker on surface 0 enters with $|c_0|=1$, one on surface 1 with $|c_1|=1$. This reset removes the electronic coherence between passages, and it also brings the quantum populations back into agreement with the active surface, which a random relative phase alone would not do. The reset is an added assumption and not part of the hop rule.

Fast walkers reach the region more often than slow ones. The arrivals at speed $v$ are proportional to $v\,e^{-\beta mv^2/2}dv$. With $\varepsilon=\tfrac12mv^2$ and $d\varepsilon=mv\,dv$, the normalized distribution of arriving kinetic energies is

$$\beta e^{-\beta\varepsilon}\,d\varepsilon .$$

Let $P_{01}(E)$ be the probability that a walker entering on surface 0 with total energy $E$ leaves on surface 1, and $P_{10}(E)$ the probability of the reverse. Any number of hops inside the region is allowed. A walker entering on surface 0 has $E=\varepsilon$, and energy conservation forbids it to leave on surface 1 if $E<\Delta$. The upward probability per passage is therefore

$$Q_{\rm up}=\int_\Delta^\infty\beta e^{-\beta E}P_{01}(E)\,dE .$$

A walker entering on surface 1 has $E=\varepsilon+\Delta$. Substituting $\varepsilon=E-\Delta$,

$$Q_{\rm down}=\int_0^\infty\beta e^{-\beta\varepsilon}P_{10}(\varepsilon+\Delta)\,d\varepsilon
=\int_\Delta^\infty\beta e^{-\beta(E-\Delta)}P_{10}(E)\,dE .$$

Define for either probability the same normalized average over total energies above threshold,

$$\langle P\rangle=\int_\Delta^\infty\beta e^{-\beta(E-\Delta)}P(E)\,dE .$$

Then $Q_{\rm down}=\langle P_{10}\rangle$. Taking the factor $e^{-\beta\Delta}$ out of the first integral gives $Q_{\rm up}=e^{-\beta\Delta}\langle P_{01}\rangle$.

Walkers on both surfaces have the same thermal speeds outside the region, so they arrive equally often; the short time spent inside is neglected. In the steady state as many walkers go up as down, $n_0Q_{\rm up}=n_1Q_{\rm down}$, and hence

$$\frac{n_1}{n_0}=\frac{Q_{\rm up}}{Q_{\rm down}}=e^{-\beta\Delta}\,\frac{\langle P_{01}\rangle}{\langle P_{10}\rangle}.$$

The Boltzmann factor comes from the energy threshold and the thermal arrivals. Everything that the hop rule contributes sits in the second factor, which measures the departure from detailed balance.

Balancing flows in phase space gives the Boltzmann distribution if the hop probabilities satisfy a local symmetry, and counting passages gives the Boltzmann factor times $\langle P_{01}\rangle/\langle P_{10}\rangle$. It remains to find when this second factor equals one, how far it departs from one in the model, and what happens to internal consistency and to coefficients that are never reset.
